\section*{Slow Trapping Does Not Imply a Deep Oxide Trap}

\section{A depth that the capture time does not contain}

Suppose that a trap in a gate dielectric captures a channel electron after about one second. If this delay is blamed on tunnelling alone, the time is read as $\tau_c=\tau_*e^{2\kappa x}$, where $x$ is the distance from the channel and $\kappa$ the decay constant of the electron wavefunction. With the parameters used below, for which $\tau_*\approx2\times10^{-12}$ s, this reading places the trap about $37$ Å inside the oxide; a factor ten in the assumed $\tau_*$ moves that figure by $3.2$ Å. The trap may in fact sit at $5$ Å, or at $21$ Å. A map of defects drawn from such readings is then wrong, and it can place a defect in the wrong layer of the stack.

What is missing is the lattice. Capture changes the charge of the defect, and the surrounding atoms relax to new positions. If the atoms move classically, the electron can change place without a change of total energy only when they are in a suitable configuration, and in general a thermal fluctuation must first bring them there. Waiting for that fluctuation can take as long as tunnelling through many ångströms of oxide.

\section{The counter-example}

\subsection{Electronic coupling}

Atomic units are used in the algebra, eV and Å for numbers. The channel electrons have one energy $\varepsilon_c$, equal to the Fermi level, so the occupation is $f=1/2$ at every temperature. Spin degeneracy is omitted. At the reference bias the oxide is a rectangular barrier of height $\phi$ above $\varepsilon_c$, with effective mass $m$. Inside it the channel wavefunction obeys
\begin{equation}
-\frac{1}{2m}\psi''+\phi\,\psi=0,
\qquad
\psi\propto e^{-\kappa x},
\qquad
\kappa=\sqrt{2m\phi}.
\end{equation}
The growing solution is dropped because the oxide is taken to be thick. For a compact trap orbital the coupling is proportional to $\psi(x)$. Let $W^2=\sum_k|V_k|^2$ be the squared coupling summed over the channel states $k$. Then
\begin{equation}
W^2(x)=W_0^2e^{-2\kappa x}.
\end{equation}

\subsection{The lattice factor}

One harmonic coordinate $Q$ describes the relaxation. It is scaled so that the minimum lies at $Q=0$ with the electron in the channel and at $Q=1$ with the electron in the trap:
\begin{equation}
U_0=\lambda Q^2+\varepsilon_c,\qquad
U_1=\lambda(Q-1)^2+E_T .
\end{equation}
Here $\lambda$ is the relaxation energy, $E_T$ the relaxed trap level, and $\Delta=E_T-\varepsilon_c$. Both curves have the same curvature.

For weak coupling the golden rule gives $1/\tau_c=2\pi fW^2G$, where $G$ sums the vibrational overlaps at conserved energy. With $H_i=T_Q+U_i$, with $P_n$ the thermal population of the eigenstate $n$ of $H_0$, and with the delta function written as a time integral,
\begin{align}
G&=\sum_{n,n'}P_n|\langle n'|n\rangle|^2\,\delta(E^{(1)}_{n'}-E^{(0)}_n)\nonumber\\
&=\int\frac{dt}{2\pi}\sum_nP_n\langle n|e^{iH_1t}e^{-iH_0t}|n\rangle .
\end{align}
In the classical limit the commutators between the kinetic energy $T_Q$ and the potentials are neglected. The kinetic energies cancel, the product of exponentials becomes $e^{i(U_1-U_0)t}$, and
\begin{equation}
G=\langle\delta(U_1-U_0)\rangle_0 ,
\end{equation}
an average over the thermal distribution around $Q=0$. The gap is
\begin{equation}
U_1-U_0=\lambda(1-2Q)+\Delta ,
\end{equation}
which vanishes at $Q^*=(\lambda+\Delta)/(2\lambda)$. Its slope has magnitude $2\lambda$, so the delta function equals $\delta(Q-Q^*)/(2\lambda)$. With the normalized distribution $\sqrt{\lambda/(\pi kT)}\,e^{-\lambda Q^2/kT}$,
\begin{align}
G&=\frac{1}{2\lambda}\sqrt{\frac{\lambda}{\pi kT}}\;e^{-\lambda Q^{*2}/kT}
=\frac{e^{-B/kT}}{\sqrt{4\pi\lambda kT}},\\
B&=\lambda Q^{*2}=\frac{(\lambda+\Delta)^2}{4\lambda}.
\end{align}
$B$ is the energy of the crossing point above the initial minimum. This is what is meant here by the structural relaxation barrier; a separate, purely thermal rearrangement of the defect is not included. The capture time follows:
\begin{equation}
\frac1{\tau_c}=2\pi fW_0^2\,\frac{e^{-2\kappa x-B/kT}}{\sqrt{4\pi\lambda kT}} .
\label{eq:tau}
\end{equation}
Distance and barrier enter the same exponent as a sum.

\subsection{Two traps with one capture time}

Take the round model parameters $m=0.25$ electron masses, $\phi=2$ eV, $W_0=0.01$ eV and $\Delta=-0.2$ eV, the same for both traps. Then $\kappa=0.3623$ Å$^{-1}$, and at $300$ K $kT=0.02585$ eV. Trap A lies at $x_A=5$ Å and relaxes strongly, with $\lambda_A=2.8$ eV. Trap B relaxes less, with $\lambda_B=1.6$ eV. Their barriers are
\begin{equation}
B_A=\frac{2.6^2}{4\times2.8}=0.604\ \text{eV},\qquad
B_B=\frac{1.4^2}{4\times1.6}=0.306\ \text{eV}.
\end{equation}
Equating the two times from (\ref{eq:tau}) and taking the logarithm gives
\begin{equation}
2\kappa x_A+\frac{B_A}{kT}+\tfrac12\ln\lambda_A
=2\kappa x_B+\frac{B_B}{kT}+\tfrac12\ln\lambda_B ,
\end{equation}
and therefore
\begin{align}
x_B-x_A&=\frac{1}{2\kappa}\left[\frac{B_A-B_B}{kT}+\frac12\ln\frac{\lambda_A}{\lambda_B}\right]
\label{eq:match}\\
&=\frac{11.50+0.28}{0.7245\ \text{Å}^{-1}}=16.26\ \text{Å}.\nonumber
\end{align}
Trap B sits at $21.3$ Å ($40.2$ bohr), more than four times as far from the channel as trap A.

The two rates can be compared factor by factor:
\begin{align}
\text{A:}\quad & e^{-3.623}\times7.60\times10^{-11}\ \text{eV}^{-1}=2.03\times10^{-12}\ \text{eV}^{-1},\\
\text{B:}\quad & e^{-15.403}\times9.94\times10^{-6}\ \text{eV}^{-1}=2.03\times10^{-12}\ \text{eV}^{-1}.
\end{align}
Multiplication by $2\pi fW_0^2=3.14\times10^{-4}$ eV$^2$ gives $6.38\times10^{-16}$ eV. Division by $\hbar=6.58\times10^{-16}$ eV s turns this into a rate, and the common capture time is $1.03$ s. Trap A is slow because of its lattice; trap B owes more of its delay to tunnelling.

The equality was also tested without the derived formulas, with the channel state diagonalized on a grid and the average $\langle\delta(U_1-U_0)\rangle_0$ integrated numerically. The ratio of the two rates came out as $0.9999$.

The error of the opening can now be stated. Someone who ignores the barrier uses (\ref{eq:tau}) with $B=0$ and finds the apparent depth
\begin{equation}
x_{\rm app}=x+\frac{B}{2\kappa kT}.
\end{equation}
This is $37.2$ Å for A and $37.6$ Å for B. The two values nearly coincide although the true depths differ by $16$ Å; their small difference comes from $\lambda$ in the prefactor.

\section{The general statement}

Within the model of equation (\ref{eq:tau}), let $W_0$, $\kappa$ and $\Delta\neq0$ be common to all traps and independent of temperature, as is $\lambda$, and let $\lambda>|\Delta|$. Then:

\begin{enumerate}
\item One capture time at one temperature and bias fixes a curve in the plane of $x$ and $\lambda$, not a point. Every depth from zero up to a finite limit occurs on it.
\item Capture times at two temperatures fix both $\lambda$ and $x$, provided that $W_0$, $\kappa$ and $\Delta$ are known.
\item If $W_0$ is unknown, capture times at any number of temperatures leave $x$ undetermined. The response of the ratio of emission time to capture time to an oxide field gives $x$ without knowledge of $W_0$, $\kappa$ or $\lambda$.
\end{enumerate}

\subsection{Proof of the first part}

Define $h(\lambda)=B(\lambda)/kT+\tfrac12\ln\lambda$. By (\ref{eq:tau}), fixing $\tau_c$ fixes the sum $2\kappa x+h(\lambda)$. Expanding the square in $B$,
\begin{equation}
B=\frac{\lambda}{4}+\frac{\Delta}{2}+\frac{\Delta^2}{4\lambda},
\qquad
\frac{dB}{d\lambda}=\frac14\left(1-\frac{\Delta^2}{\lambda^2}\right).
\end{equation}
For $\lambda>|\Delta|$ this derivative is positive. The logarithm also increases, so $h$ rises steadily from $h(|\Delta|)$ to infinity. Starting from a known trap A, each depth in the range
\begin{equation}
0\le x<x_A+\frac{h(\lambda_A)-h(|\Delta|)}{2\kappa}
\end{equation}
is therefore matched by one value of $\lambda$, and a deeper trap needs a smaller $\lambda$.

The upper end has a simple meaning when $\Delta<0$. At $\lambda=|\Delta|$ the crossing lies at the initial minimum, $B=0$, and tunnelling alone makes the trap slow. In the example this limit is
\begin{equation}
5+\frac{23.35+\tfrac12\ln(2.8/0.2)}{0.7245}\approx39\ \text{Å}.
\end{equation}
A capture time of one second is thus compatible with any depth between $0$ and about $39$ Å on this branch. For $\lambda<|\Delta|$ the crossing moves to $Q^*<0$ and $B$ grows again as $\lambda$ falls, so that branch needs separate treatment.

\subsection{Proof of the second part}

Let two traps have equal times at $T_0$. From (\ref{eq:tau}), at any temperature,
\begin{equation}
\ln\frac{\tau_A}{\tau_B}=2\kappa(x_A-x_B)+\frac12\ln\frac{\lambda_A}{\lambda_B}+\frac{B_A-B_B}{kT}.
\end{equation}
At $T_0$ the left side vanishes. Subtracting that equation removes the terms that do not depend on temperature:
\begin{equation}
\ln\frac{\tau_A}{\tau_B}=(B_A-B_B)\left(\frac1{kT}-\frac1{kT_0}\right).
\end{equation}
Equal times at a second temperature require $B_A=B_B$. Since $B$ increases with $\lambda$ for $\lambda>|\Delta|$, this means $\lambda_A=\lambda_B$, and (\ref{eq:match}) then gives $x_A=x_B$. Two different traps cannot agree at both temperatures.

For the pair above, heating to $400$ K gives
\begin{equation}
\ln\frac{\tau_A}{\tau_B}=0.2973\times(29.01-38.68)=-2.875,
\qquad \frac{\tau_A}{\tau_B}=0.056 .
\end{equation}
The times are $3.5$ ms for A and $62$ ms for B. The trap near the channel gains more from heating because its barrier is higher. With $\beta=1/kT$, the temperature-dependent part of $\ln\tau_c$ is $\beta B-\tfrac12\ln\beta$, so the slope of an Arrhenius plot is
\begin{equation}
\frac{d\ln\tau_c}{d\beta}=B-\frac{kT}{2},
\end{equation}
which is $0.591$ eV for A and $0.293$ eV for B at $300$ K. Within (\ref{eq:tau}) the slope contains no distance.

\subsection{Proof of the third part}

Replace $W_0$ by $rW_0$ and $x$ by $x+\ln r/\kappa$. The product $W_0^2e^{-2\kappa x}$ is multiplied by $r^2e^{-2\ln r}=1$, so $\tau_c$ is unchanged at every temperature. An error of a factor ten in $W_0$ thus moves the inferred depth by $\ln10/\kappa=6.4$ Å, more than the whole depth of trap A.

For emission the lattice starts around $Q=1$ and the electron needs an empty channel state:
\begin{equation}
\frac1{\tau_e}=2\pi(1-f)W^2G_e,\qquad
G_e=\frac{e^{-\lambda(Q^*-1)^2/kT}}{\sqrt{4\pi\lambda kT}} .
\end{equation}
The two exponents are related through $2\lambda Q^*=\lambda+\Delta$:
\begin{equation}
\lambda(Q^*-1)^2=\lambda Q^{*2}+\lambda-2\lambda Q^*=B-\Delta .
\end{equation}
Hence $G_e=G\,e^{\Delta/kT}$. The coupling $W^2$ cancels in the ratio of times, and with $f=1/2$
\begin{equation}
\frac{\tau_e}{\tau_c}=\frac{f}{1-f}\,\frac{G}{G_e}=e^{-\Delta/kT}.
\end{equation}
In the example this ratio is about $2290$ for both traps, so at a fixed bias it does not distinguish them either.

Now let an added uniform field lower the electron energy at depth $x$ by $Fx$, with the channel level and the Fermi level held fixed. Then $\Delta$ becomes $\Delta-Fx$, and
\begin{equation}
kT\,\frac{d}{dF}\ln\frac{\tau_e}{\tau_c}=x .
\label{eq:field}
\end{equation}
The field also tilts the barrier and changes the tunnelling factor, but that factor is common to capture and emission and cancels. This completes the proof.

The field that changes the ratio by a factor $e$ is $kT/x$: $0.0052$ eV/Å for A and $0.0012$ eV/Å for B. Applied to numerically averaged capture and emission factors, (\ref{eq:field}) returned $5.00$ and $21.26$ Å. This tests the statistical argument; the linear shift $Fx$ is an input.

\section{Layered stacks and the limits of the model}

In a high-k stack a thin interlayer of thickness $t$ and permittivity $\epsilon_1$ separates the channel from a second layer with permittivity $\epsilon_2$. If both traps lie in the second layer, taken as thick, the wavefunction at the boundary is a common factor. The ratio of their squared couplings is $e^{-2\kappa_2(x_B-x_A)}$, and (\ref{eq:match}) holds with the decay constant $\kappa_2$ of that layer.

Equation (\ref{eq:field}) changes more. Without added charge at the boundary the displacement is continuous, so the fields obey $\epsilon_1F_1=\epsilon_2F_2$. The level shift is $F_1t+F_2(x-t)$, and differentiation with respect to $F_1$ yields
\begin{equation}
x_{\rm el}=t+\frac{\epsilon_1}{\epsilon_2}(x-t).
\end{equation}
For $\epsilon_2>\epsilon_1$ this electrical depth is smaller than the geometrical one and must be converted. If the bias also shifts the channel level and the trap level together relative to the Fermi level, $f/(1-f)$ varies and its contribution has to be subtracted first. If the field instead raises the channel level by squeezing the electrons against the interface, the trap level does not follow, and this subtraction would give a wrong depth.

The classical treatment of the lattice was compared with sums over vibrational overlaps for a single mode, each spectral line being spread over one quantum. For a quantum of $0.02$ eV, $\ln G$ rises by $0.34$ for A and by $0.20$ for B. Trap A gains more, so B must move closer to the channel to keep pace:
\begin{equation}
\frac{0.1965-0.3417}{0.7245\ \text{Å}^{-1}}=-0.20\ \text{Å},
\end{equation}
which puts it at $21.1$ Å. For $0.04$ eV the corrections to $\ln G$ are $3.8$ times larger, close to the factor four of a correction quadratic in the quantum, and the matched depth is $20.5$ Å. The pair survives with shifted numbers; for a quantum of $0.1$ eV the matched depth is $17.5$ Å. The temperature analysis is more fragile. For $0.04$ eV the Arrhenius slopes at $300$ K fall to $0.494$ and $0.239$ eV, and inverting the times at $300$ and $400$ K with the classical formula (\ref{eq:tau}) places A at $7.3$ Å instead of $5$ Å and B at $22.6$ Å instead of $21.3$ Å. For $0.1$ eV the inferred depths are $14.7$ and $26.8$ Å. The slope $B-kT/2$ and the two-temperature rule can therefore be used as they stand only when the quantum is small against $kT$.

The single channel energy was also replaced by a continuum of constant density that starts at the Fermi level, with the decay constant $\sqrt{2m(\phi-\varepsilon)}$ at an energy $\varepsilon$ above it. The matched depth became $21.4$ Å. In this variant the Arrhenius slope rises by about $kT$, to $0.617$ eV for A, and it depends weakly on depth, by about $0.005$ eV between $5$ and $21$ Å. This choice counts all the excess energy as motion towards the oxide. In a two-dimensional subband the excess is motion along the interface. If the momentum along the interface is conserved and the effective mass is the same in channel and oxide, the decay constant then stays at $\kappa$.

The flat barrier is also an idealization, since a filled channel implies an oxide field: $10^{13}$ electrons per cm$^2$ require $4.6$ MV/cm at a relative permittivity of $3.9$ and $0.9$ MV/cm at $20$. With $\Delta$ kept equal for both traps, a tilt of $1$ MV/cm moves the matched depth to $21.9$ Å and the upper limit to $41$ Å, and $3$ MV/cm moves them to $23.7$ and $53$ Å. At $5$ MV/cm the barrier ends at $40$ Å and tunnelling alone no longer yields one second. The figures $37$ and $39$ Å thus belong to weak fields.

The golden rule requires that one passage through the crossing seldom transfers the electron. For a mode of frequency $\omega$, $\lambda Q^2=\tfrac12M\omega^2Q^2$ gives the mass $M=2\lambda/\omega^2$ and the thermal speed $\sqrt{kT/M}=\omega\sqrt{kT/2\lambda}$. Multiplied by the slope $2\lambda$, this makes the gap change at the rate $\omega\sqrt{2\lambda kT}$. The Landau--Zener exponent at that speed,
\begin{equation}
\frac{2\pi W^2}{\omega\sqrt{2\lambda kT}},
\end{equation}
is $2\times10^{-3}$ for A and $2\times10^{-8}$ for B with a quantum of $0.02$ eV, so both are in the weak-coupling regime. At $x=0$, where the matching $\lambda$ is $3.17$ eV, the exponent reaches $0.08$, so the shallow end of the depth range is described only approximately. When the exponent is not small, the rate is no longer proportional to $W^2$, and neither (\ref{eq:tau}) nor the matching rule (\ref{eq:match}) applies.

\section*{Computed results}
\begin{verbatim}
effective mass = 0.25 electron masses
tunnel barrier height = 2.0 eV
contact coupling W0 = 0.01 eV
channel occupation = 0.5
level difference delta = -0.2 eV
kT at 300 K = 0.025852 eV; at 400 K = 0.034469 eV
kappa = 0.36226 1/angstrom
trap A: relaxation energy = 2.8 eV
trap A: crossing point Q* = 0.4643
trap A: multiphonon barrier = 0.60357 eV
trap A: distance = 5.000 angstrom
trap A: tunnelling exponent 2 kappa x = 3.623
trap A: thermal exponent B/kT = 23.347
trap A: lineshape G at 300 K = 7.6035e-11 1/eV
trap A: capture time at 300 K = 1.0315 s
trap A: capture time at 400 K = 3.4759e-03 s
trap A: apparent depth without barrier = 37.22 angstrom
trap A: activation energy from slope = 0.5906 eV
trap A: depth recovered from bias = 5.000 angstrom
trap A: Landau-Zener exponent = 2.21e-03
trap B: relaxation energy = 1.6 eV
trap B: crossing point Q* = 0.4375
trap B: multiphonon barrier = 0.30625 eV
trap B: distance = 21.260 angstrom
trap B: tunnelling exponent 2 kappa x = 15.403
trap B: thermal exponent B/kT = 11.846
trap B: lineshape G at 300 K = 9.9384e-06 1/eV
trap B: capture time at 300 K = 1.0315 s
trap B: capture time at 400 K = 6.1626e-02 s
trap B: apparent depth without barrier = 37.61 angstrom
trap B: activation energy from slope = 0.2933 eV
trap B: depth recovered from bias = 21.260 angstrom
trap B: Landau-Zener exponent = 2.23e-08
matched distance of trap B = 40.175 bohr
rate ratio A/B from grid and quadrature = 0.99986
time ratio A/B at 400 K, law = 0.05640
time ratio A/B at 400 K, direct = 0.05641
emission/capture time ratio at 300 K = 2290.1
depth shift for tenfold W0 = 6.356 angstrom
quantum 0.02 eV: ln(G quantum/classical) A, B = 0.3417, 0.1965
quantum 0.02 eV: matched distance B = 21.059 angstrom
quantum 0.04 eV: ln(G quantum/classical) A, B = 1.3096, 0.7523
quantum 0.04 eV: matched distance B = 20.491 angstrom
subband reservoir: matched distance B = 21.399 angstrom
\end{verbatim}
